# From surface saturation current to recombination velocity in silicon: a program that tests the result

```python
"""Surface saturation current density J0 and surface recombination velocity S.

Result under test: S = J0*(N + excess)/(q*ni^2), which tends to J0*N/(q*ni^2)
at low injection. N is the net doping, ni the intrinsic density, q the
elementary charge. J0 belongs to one surface and is constant when a fixed
sheet charge makes one carrier dominate there:
J0 = q*ni^2*Sp/ns, ns = Q^2/(2*eps*kT), with Sp the hole capture velocity
and ns the surface electron density. Lengths are in cm, energies in J.
Silicon parameters are rough typical values.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigvalsh_tridiagonal, solve_banded
from scipy.optimize import brentq
from scipy.special import gamma

q = const.e
kB = const.k
eps = 11.7 * const.epsilon_0 / 100.0       # F/cm
T = 300.0
ni = 1e10
N = 1e16
J0 = 10e-15                                # A/cm2
sheet = 1e12                               # fixed charges per cm2
W = 180e-4
D = 10.0                                   # hole diffusivity, cm2/s
gap = 1.12                                 # eV
excess = 1e15


def velocity(j0, doping, delta, intrinsic):
    return j0 * (doping + delta) / (q * intrinsic**2)


def pressure_density(temperature):
    """Q^2/(2 eps kT), the leading estimate of the surface density."""
    return (q * sheet)**2 / (2 * eps * kB * temperature)


S = velocity(J0, N, 0.0, ni)
S_excess = velocity(J0, N, excess, ni)
ns_estimate = pressure_density(T)
Sp = J0 * ns_estimate / (q * ni**2)


def solve_surface(net_donors, delta, charges, temperature, intrinsic):
    """Finite-volume Poisson solution with flat quasi-Fermi levels."""
    major = abs(net_donors) / 2 + np.sqrt(net_donors**2 / 4 + intrinsic**2)
    minor = intrinsic**2 / major
    nb, pb = (major, minor) if net_donors > 0 else (minor, major)
    nb, pb = nb + delta, pb + delta
    fixed = nb - pb
    s = np.linspace(0, 1, 1501)
    x = 5e-4 * np.expm1(8 * s) / np.expm1(8)
    h = np.diff(x)
    volume = np.r_[h[0] / 2, (h[:-1] + h[1:]) / 2]
    k = q**2 / (eps * kB * temperature)
    u = np.zeros(len(h))                   # potential in kT/q, zero in bulk
    converged = False
    for _ in range(1000):
        en, ep = nb * np.exp(u), pb * np.exp(-u)
        flux = np.diff(np.r_[u, 0.0]) / h
        residual = flux - np.r_[-k * charges, flux[:-1]]
        residual -= k * volume * (en - ep - fixed)
        bands = np.zeros((3, len(u)))
        bands[0, 1:] = 1 / h[:-1]
        bands[2, :-1] = 1 / h[:-1]
        bands[1] = -1 / h - k * volume * (en + ep)
        bands[1, 1:] -= 1 / h[:-1]
        step = solve_banded((1, 1), bands, -residual)
        size = np.max(np.abs(step))
        u += step * min(1.0, 1.0 / max(size, 1e-300))
        if size < 1e-8:
            converged = True
            break
    assert converged
    return nb * np.exp(u[0]), pb * np.exp(-u[0]), u[0], nb, pb


def surface_case(net_donors, delta, charges=sheet, temperature=T,
                 intrinsic=ni):
    """S and J0 from the full midgap surface recombination rate."""
    ns, ps, us, nb, pb = solve_surface(net_donors, delta, charges,
                                      temperature, intrinsic)
    rate = (nb * pb - intrinsic**2) / ((ns + ps + 2 * intrinsic) / Sp)
    j0 = q * rate / (nb * pb / intrinsic**2 - 1)
    integral = ns - nb + ps - pb - (nb - pb) * us
    return rate / delta, j0, ns, us, integral


# Charged surface: J0 must not depend on doping, its type or injection.
cases = {}
for net in (1e15, 1e16, -1e16):
    for delta in (1e13, 1e15):
        result = surface_case(net, delta)
        cases[net, delta] = result
        # Corrections of order N*u/ns reach about four percent here.
        assert abs(result[1] / J0 - 1) < 0.05
        assert abs(result[0] / velocity(J0, abs(net), delta, ni) - 1) < 0.05
        assert abs(result[4] / ns_estimate - 1) < 1e-3
ratio_charged = cases[1e16, 1e13][0] / cases[1e15, 1e13][0]
assert abs(ratio_charged / 10 - 1) < 0.05

# Flat bands: S is constant and J0 is not.
flat_low = surface_case(1e15, 1e11, charges=0.0)
flat_high = surface_case(1e16, 1e11, charges=0.0)
assert abs(flat_high[0] / flat_low[0] - 1) < 0.01
assert abs(flat_low[1] / flat_high[1] / 10 - 1) < 0.01

# Temperature: ni^2 cancels in S, leaving the factor T at fixed Sp.
T_hot = 325.0
ni_ratio = (T_hot / T)**1.5 * np.exp(
    gap * q / (2 * kB) * (1 / T - 1 / T_hot))
hot = surface_case(N, 1e13, temperature=T_hot, intrinsic=ni * ni_ratio)
reference = cases[N, 1e13]
S_hot_ratio = hot[0] / reference[0]
J0_hot_ratio = hot[1] / reference[1]
assert abs(S_hot_ratio / (T_hot / T) - 1) < 0.01

# Slowest decay mode of a wafer with two equal surfaces.
cells = 200
dx = W / cells
diagonal = np.full(cells, 2 * D / dx**2)
wall_rate = 1 / (dx * (1 / S + dx / (2 * D)))
diagonal[[0, -1]] = D / dx**2 + wall_rate
slowest = eigvalsh_tridiagonal(diagonal, np.full(cells - 1, -D / dx**2),
                               select='i', select_range=(0, 0))[0]
tau_mode = 1 / slowest
tau_simple = W / (2 * S)
tau_delay = W**2 / (12 * D)
assert abs((tau_mode - tau_simple) / tau_delay - 1) < 0.02

# Nonlinear decay in half a wafer: mirror plane left, surface right.
half_cells = 60
dz = W / 2 / half_cells
bulk_rate = 200.0


def decay(_, density):
    current = np.zeros(half_cells + 1)
    current[1:-1] = -D * np.diff(density) / dz
    edge = density[-1]
    current[-1] = J0 / (q * ni**2) * (N + edge) * edge
    return -np.diff(current) / dz - bulk_rate * density


t_early, t_late, dt = 0.3e-3, 2.0e-3, 1e-5
solution = solve_ivp(decay, (0, t_late), np.full(half_cells, 3e15),
                     method='LSODA', lband=1, uband=1, rtol=1e-9, atol=1e5,
                     t_eval=[t_early - dt, t_early, t_early + dt, t_late])
assert solution.success
profiles = solution.y.T
means = profiles.mean(axis=1)
rates = np.array([-decay(0, p).mean() / p.mean() for p in profiles])
slope = (rates[1] - rates[3]) / (means[1] - means[3])
J0_slope = slope * q * ni**2 * W / 2
assert abs(J0_slope / J0 - 1) < 0.01
light = (profiles * (N + profiles)).mean(axis=1)
light_rate = -np.log(light[2] / light[0]) / (2 * dt)
light_factor = light_rate / rates[1]
light_formula = (N + 2 * means[1]) / (N + means[1])
assert abs(light_factor / light_formula - 1) < 0.005

# Bulk recombination that a direct lifetime reading would call surface.
B_rad, C_auger = 5e-15, 3e-30
rate_rad, rate_auger = B_rad * N, C_auger * N**2
S_apparent = W / 2 * (1 / tau_simple + rate_rad + rate_auger)

# Degeneracy of the accumulation layer, with the Fermi-Dirac pressure.
Nc = 2.8e19


def fermi_pressure(eta):
    value = quad(lambda e: e**1.5 * np.exp(eta - e)
                 / (1 + np.exp(eta - e)), 0, 60, epsabs=1e-12)[0]
    return value / gamma(2.5)


eta = brentq(lambda v: fermi_pressure(v) - ns_estimate / Nc, -10, 3)
degenerate_ratio = ns_estimate / (Nc * np.exp(eta))
layer = 2 * eps * kB * T / (q**2 * sheet)
mass_ratio = 0.9
thermal = const.hbar / np.sqrt(2 * mass_ratio * const.m_e * kB * T) * 100
bending = reference[3] * kB * T / q
assert bending < gap

voltage = kB * T / q * np.log((N + excess) * excess / ni**2)
current_two = 2 * q * S_excess * excess
assert abs(S - 6.2) < 0.05

print(f"Inputs: J0 = {J0*1e15:.1f} fA/cm2, N = {N:.1e} cm^-3")
print(f"Inputs: ni = {ni:.1e} cm^-3, T = {T:.0f} K")
print(f"Elementary charge = {q:.5e} C")
print(f"q ni^2 = {q*ni**2:.3f} C cm^-6")
print(f"S at low injection = {S:.3f} cm/s = {S/100:.4f} m/s")
print(f"S at excess {excess:.1e} cm^-3 = {S_excess:.3f} cm/s")
print(f"Fixed charge = {sheet:.1e} cm^-2; eps_r = "
      f"{eps*100/const.epsilon_0:.1f}")
print(f"Surface density estimate = {ns_estimate:.3e} cm^-3")
print(f"Implied capture velocity Sp = {Sp:.1f} cm/s")
print("Poisson solution: net donors, excess, ns (cm^-3), J0, S")
for (net, delta), result in cases.items():
    print(f"  {net:+.0e} {delta:.0e} {result[2]:.3e} "
          f"{result[1]*1e15:.2f} fA/cm2 {result[0]:.3f} cm/s")
print(f"Charged surface: S(1e16)/S(1e15) = {ratio_charged:.2f}")
print(f"Flat bands: S at 1e15, 1e16 = {flat_low[0]:.1f}, "
      f"{flat_high[0]:.1f} cm/s")
print(f"Flat bands: J0 at 1e15, 1e16 = {flat_low[1]*1e15:.0f}, "
      f"{flat_high[1]*1e15:.0f} fA/cm2")
print(f"Wafer thickness = {W*1e4:.0f} um; D = {D:.1f} cm2/s")
print(f"W/(2S) = {tau_simple*1e3:.4f} ms")
print(f"Diffusion delay W^2/(12D) = {tau_delay*1e6:.2f} us")
print(f"Lifetime from slowest mode = {tau_mode*1e3:.4f} ms")
print(f"Decay test: constant bulk rate = {bulk_rate:.0f} s^-1")
print(f"Decay test: mean excess = {means[1]:.3e}, {means[3]:.3e} cm^-3")
print(f"Decay test: rates = {rates[1]:.1f}, {rates[3]:.1f} s^-1")
print(f"J0 from slope = {J0_slope*1e15:.3f} fA/cm2")
print(f"Luminescence/density rate: simulated = {light_factor:.4f}")
print(f"Luminescence/density rate: formula = {light_formula:.4f}")
print(f"Implied voltage at excess {excess:.0e} cm^-3 = {voltage:.4f} V")
print(f"Current, two surfaces, same excess = {current_two*1e3:.3f} mA/cm2")
print(f"S if ni is 5 percent lower = {velocity(J0, N, 0, .95*ni):.3f} cm/s")
print(f"S change per 1 meV gap narrowing = "
      f"{100*np.expm1(-1e-3*q/(kB*T)):.2f} percent")
print(f"Rough B = {B_rad:.1e} cm3/s; Auger C = {C_auger:.1e} cm6/s")
print(f"Surface rate 2S/W = {1/tau_simple:.1f} s^-1")
print(f"Radiative, Auger rates = {rate_rad:.1f}, {rate_auger:.1f} s^-1")
print(f"Apparent S without bulk correction = {S_apparent:.2f} cm/s")
print(f"At {T_hot:.0f} K: ni ratio = {ni_ratio:.3f} (gap {gap:.2f} eV)")
print(f"At {T_hot:.0f} K: J0 ratio = {J0_hot_ratio:.2f}, "
      f"S ratio = {S_hot_ratio:.4f}")
print(f"Degenerate/Boltzmann J0 at fixed Sp = {degenerate_ratio:.4f}"
      f" (Nc = {Nc:.1e} cm^-3)")
print(f"Accumulation length = {layer*1e7:.2f} nm")
print(f"Thermal quantum length = {thermal*1e7:.2f} nm"
      f" (mass {mass_ratio:.1f} m_e)")
print(f"Surface field = {q*sheet/eps/1e6:.3f} MV/cm")
print(f"Band bending, N = 1e16 n-type = {bending:.3f} eV")
print("ALL CHECKS PASSED")
```

Output:

```
Inputs: J0 = 10.0 fA/cm2, N = 1.0e+16 cm^-3
Inputs: ni = 1.0e+10 cm^-3, T = 300 K
Elementary charge = 1.60218e-19 C
q ni^2 = 16.022 C cm^-6
S at low injection = 6.242 cm/s = 0.0624 m/s
S at excess 1.0e+15 cm^-3 = 6.866 cm/s
Fixed charge = 1.0e+12 cm^-2; eps_r = 11.7
Surface density estimate = 2.991e+18 cm^-3
Implied capture velocity Sp = 1867.0 cm/s
Poisson solution: net donors, excess, ns (cm^-3), J0, S
  +1e+15 1e+13 3.000e+18 9.97 fA/cm2 0.629 cm/s
  +1e+15 1e+15 3.002e+18 9.97 fA/cm2 1.244 cm/s
  +1e+16 1e+13 3.058e+18 9.78 fA/cm2 6.110 cm/s
  +1e+16 1e+15 3.059e+18 9.78 fA/cm2 6.713 cm/s
  -1e+16 1e+13 2.876e+18 10.40 fA/cm2 6.499 cm/s
  -1e+16 1e+15 2.923e+18 10.23 fA/cm2 7.025 cm/s
Charged surface: S(1e16)/S(1e15) = 9.72
Flat bands: S at 1e15, 1e16 = 1866.8, 1867.0 cm/s
Flat bands: J0 at 1e15, 1e16 = 29906, 2991 fA/cm2
Wafer thickness = 180 um; D = 10.0 cm2/s
W/(2S) = 1.4420 ms
Diffusion delay W^2/(12D) = 2.70 us
Lifetime from slowest mode = 1.4447 ms
Decay test: constant bulk rate = 200 s^-1
Decay test: mean excess = 2.177e+15, 4.222e+14 cm^-3
Decay test: rates = 1042.3, 921.4 s^-1
J0 from slope = 9.936 fA/cm2
Luminescence/density rate: simulated = 1.1788
Luminescence/density rate: formula = 1.1788
Implied voltage at excess 1e+15 cm^-3 = 0.6573 V
Current, two surfaces, same excess = 2.200 mA/cm2
S if ni is 5 percent lower = 6.916 cm/s
S change per 1 meV gap narrowing = -3.79 percent
Rough B = 5.0e-15 cm3/s; Auger C = 3.0e-30 cm6/s
Surface rate 2S/W = 693.5 s^-1
Radiative, Auger rates = 50.0, 300.0 s^-1
Apparent S without bulk correction = 9.39 cm/s
At 325 K: ni ratio = 5.968 (gap 1.12 eV)
At 325 K: J0 ratio = 38.52, S ratio = 1.0817
Degenerate/Boltzmann J0 at fixed Sp = 0.9815 (Nc = 2.8e+19 cm^-3)
Accumulation length = 3.34 nm
Thermal quantum length = 1.28 nm (mass 0.9 m_e)
Surface field = 0.155 MV/cm
Band bending, N = 1e16 n-type = 0.148 eV
ALL CHECKS PASSED
```
